# Diffuse-mismatch transmission between Debye media in two and three dimensions

## Problem

Two isotropic media meet at a flat boundary $x=0$, with medium 1 at $x<0$. In medium $i$ all phonon branches obey $\omega=c_i k$ up to a Debye cutoff $\omega_i$, and both media have the same number $p$ of branches. Scattering at the boundary is elastic and completely diffuse: an outgoing phonon keeps no memory of the side or direction from which it came.

Let $\alpha_{12}$ be the fraction of the energy flux incident from medium 1 at frequency $\omega$ that enters medium 2.

1. For $c_2=2c_1$ and $\omega$ below both cutoffs, find $\alpha_{12}$ when the media are planar sheets meeting along a line ($d=2$) and when they are bulk solids meeting at a surface ($d=3$).
2. Find the conductance of the bulk contact at 300 K for $c_1=3200$ m/s, three branches, and primitive-cell densities $n_1=6.0\times10^{28}$ and $n_2=2.5\times10^{28}\ \mathrm{m^{-3}}$.

## A tempting solution

A phonon that has lost its memory should choose its side according to the number of states available there. The density of states of a Debye medium is proportional to $\omega^{d-1}/c_i^{\,d}$, so

$$
\alpha_{12}\overset{?}{=}\frac{c_2^{-d}}{c_1^{-d}+c_2^{-d}}=\frac{1}{1+(c_2/c_1)^d}.
$$

For $c_2=2c_1$ this gives $1/5$ in two dimensions and $1/9$ in three.

## Where it fails

Put both media at the same temperature. No net heat may then cross the boundary. The three-dimensional attempt has $\alpha_{12}=1/9$ and, by the same rule, $\alpha_{21}=8/9$. The flux arriving from each side is proportional to density of states times speed, that is, to $c_i^{-3}c_i=c_i^{-2}$. Medium 1 therefore sends four times as much flux to the boundary as medium 2. In units of the flux from medium 2, the transmitted amounts are

$$
4\times\tfrac19=\tfrac49\quad(1\to2),\qquad 1\times\tfrac89=\tfrac89\quad(2\to1).
$$

Heat would flow between bodies at equal temperature. The fault is the weight given to the outgoing states: a density counts phonons present in a volume, whereas a boundary exchanges phonons at a rate that also contains their normal velocity.

## Transmission from the flux balance

Let $\Phi_i(\omega)\,d\omega$ be the number of phonons arriving from medium $i$ per unit time and unit boundary, for unit occupation of each mode. With $\theta$ measured from the normal, only directions towards the boundary count.

In two dimensions,

$$
\Phi_i\,d\omega=\frac{p}{(2\pi)^2}\,k\,dk\;c_i\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta
=\frac{p\,c_i\,k\,dk}{2\pi^2},
$$

because the angular integral is 2. Inserting $k=\omega/c_i$ and $dk=d\omega/c_i$ gives

$$
\Phi_i=\frac{p\,\omega}{2\pi^2c_i}\qquad(d=2).
$$

In three dimensions the angular integral is $2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi$, so

$$
\Phi_i\,d\omega=\frac{p}{(2\pi)^3}\,k^2dk\;c_i\,\pi=\frac{p\,c_i\,k^2dk}{8\pi^2},
\qquad
\Phi_i=\frac{p\,\omega^2}{8\pi^2c_i^2}\qquad(d=3).
$$

Two conditions fix the transmission. Loss of memory means that a phonon ends in medium 2 with the same probability whether it arrived from 1 or from 2:

$$
\alpha_{12}=1-\alpha_{21}.
$$

The second condition is that the boundary must preserve equilibrium. At a common temperature every mode of frequency $\omega$ has the same occupation $n(\omega)$. Since scattering is elastic, the flux leaving into medium 2 at $\omega$ comes from flux arriving at $\omega$, and it must equal $\Phi_2n$:

$$
\alpha_{12}\Phi_1n+(1-\alpha_{21})\Phi_2n=\Phi_2n
\quad\Longrightarrow\quad
\alpha_{12}\Phi_1=\alpha_{21}\Phi_2 .
$$

Substituting $\alpha_{21}=1-\alpha_{12}$ and collecting terms,

$$
\alpha_{12}(\Phi_1+\Phi_2)=\Phi_2,\qquad
\alpha_{12}=\frac{\Phi_2}{\Phi_1+\Phi_2}=\frac{1}{1+(c_2/c_1)^{d-1}} .
$$

The factors $p$ and $\omega^{d-1}$ have cancelled. For $c_2=2c_1$,

$$
\boxed{\alpha_{12}=\tfrac13\ (d=2),\qquad \alpha_{12}=\tfrac15\ (d=3).}
$$

In the opposite direction the values are $2/3$ and $4/5$. With unequal branch numbers, $\Phi_i\propto p_i c_i^{-(d-1)}$ and the result becomes $p_2/[p_2+p_1(c_2/c_1)^{d-1}]$. If $\omega$ lies above $\omega_2$ but below $\omega_1$, there is no outgoing state in medium 2 and $\alpha_{12}=0$.

## Why the exponent is $d-1$

The boundary has dimension $d-1$. An incoming or outgoing wave of given frequency and branch can be labelled by its wavevector along the boundary, with $|k_\parallel|<\omega/c_i$. These channels fill a segment of length $2\omega/c_i$ for $d=2$ and a disc of area $\pi(\omega/c_i)^2$ for $d=3$. Doubling the speed halves the segment but quarters the disc. Memory-free scattering shares the energy equally among all outgoing channels.

This can be tested with a random unitary scattering matrix, which conserves energy but has no other structure. With 301 and 151 channels on the two sides, equal sharing predicts $151/452=0.334$, and the matrix gave 0.333. With 441 and 113 channels, counted on discs, it predicts $113/554=0.204$, and the matrix gave 0.205. The small excess over $1/5$ in the prediction comes from counting grid points instead of taking the disc's area.

Equilibrium also limits any elastic boundary of this kind. Since $\alpha_{21}\le1$, the balance gives $\alpha_{12}\le\Phi_2/\Phi_1$, which is $1/2$ for $d=2$ and $1/4$ for $d=3$. At a smooth boundary the same limits follow from refraction: $\sin\theta_2=2\sin\theta_1$ allows transmission only for $\sin\theta_1<1/2$, and this cone carries $1/2$ or $1/4$ of the incident flux.

For equal speeds the formula gives $1/2$ in any dimension. An imaginary plane inside a uniform crystal transmits everything, so the model does not describe it: complete diffuse scattering has been assumed, and that requires a real scatterer.

## Conductance of the bulk contact

The cutoffs follow from $\omega_i=c_i(6\pi^2n_i)^{1/3}$ and are 7.8 THz and 11.6 THz as ordinary frequencies. Since $\omega_2>\omega_1$, every phonon of medium 1 finds states in medium 2, and $\alpha_{12}=1/5$ holds over its whole spectrum.

Let the incoming phonons have temperatures $T_1$ and $T_2$. By the balance condition the net heat flux is

$$
q=\int_0^{\omega_1}\hbar\omega\,\alpha_{12}\Phi_1\,[n(T_1)-n(T_2)]\,d\omega .
$$

For a small difference, $q=G(T_1-T_2)$ with

$$
G=\alpha_{12}H_1,\qquad H_1=\int_0^{\omega_1}\hbar\omega\,\Phi_1\frac{\partial n}{\partial T}\,d\omega=\frac{C_1c_1}{4}.
$$

The last equality holds because the density of states is $p\omega^2/(2\pi^2c_1^3)$, so $\Phi_1$ is $c_1/4$ times it; $C_1$ is the heat capacity per volume. At 300 K, $C_1=2.303\ \mathrm{MJ/(m^3K)}$, and

$$
H_1=\frac{2.303\times10^6\times3200}{4}\approx1.84\times10^9\ \mathrm{W/(m^2K)},
\qquad
G=\frac{H_1}{5}\approx 369\ \mathrm{MW/(m^2K)} .
$$

Using the planar value $1/3$ here would give 614 MW/(m²K), too large by a factor $5/3$.

At low temperature the cutoff can be moved to infinity. With $x=\hbar\omega/k_BT$ and $\int_0^\infty x^4e^x/(e^x-1)^2dx=4\pi^4/15$,

$$
G=\alpha_{12}\frac{p\,k_B^4T^3}{8\pi^2\hbar^3c_1^2}\,\frac{4\pi^4}{15}
=\alpha_{12}\frac{p\,\pi^2k_B^4T^3}{30\,\hbar^3c_1^2},
$$

which is 4.78 MW/(m²K) at 20 K, in agreement with the full integral.

### Which temperature is meant

This $G$ refers to the incoming phonons. The local energy in medium 1 also includes those moving away, whose flux is smaller by $q$. Both half-spaces of directions are uniformly filled, so the local energy-equivalent temperatures are $T_1-q/(2H_1)$ and $T_2+q/(2H_2)$. Their difference is $q/G-\tfrac q2(1/H_1+1/H_2)$, hence

$$
G'=\frac{G}{1-\tfrac12\left(G/H_1+G/H_2\right)} .
$$

At 300 K, $H_2=1403$ MW/(m²K), so $G/H_1=0.200$, $G/H_2=0.263$ and $G'\approx479$ MW/(m²K). At 20 K almost no phonons of medium 2 lie above $\omega_1$. The ratios $G/H_1$ and $G/H_2$ then approach $\alpha_{12}$ and $\alpha_{21}$, whose sum is 1, and $G'$ approaches $2G$.

## The numbers beside a real contact

The parameters lie in the rough regime of aluminium on silicon, whose room-temperature conductance is of order $10^2$ MW/(m²K) and depends on how the surface was prepared. The model's value has the right order of magnitude, but the neglected effects are large and act in both directions. All inputs below are rough.

- **Dispersion.** Take $\omega=(2c_ik_{D,i}/\pi)\sin(\pi k/2k_{D,i})$, with $k_{D,i}=\omega_i/c_i$ and the sound speeds held fixed. Since $v\,dk=d\omega$, the flux per unit frequency is $pk^2/(8\pi^2)$ for any isotropic dispersion in which $\omega$ rises steadily with $k$, and $\alpha_{12}=k_2^2/(k_1^2+k_2^2)$. The transmission falls from 0.20 at low frequency to 0.11 at the top of medium 1's spectrum, and $G$ falls from 369 to 115 MW/(m²K). Most of this drop comes from slower phonons: at fixed transmission and high temperature, $\int k_1^2\,d\omega$ shrinks by the factor $3\int_0^1u^2\cos(\pi u/2)\,du=3(2/\pi-16/\pi^3)\approx0.36$. These figures belong to the single-speed sine curve, which ends the spectrum of medium 1 at 4.95 THz, about half the top phonon frequency of aluminium (near 10 THz). It therefore overstates the loss of incident flux, and 115 MW/(m²K) is not an estimate for a real aluminium–silicon contact.
- **Inelastic scattering.** At 300 K, 67% of $H_2$ lies above $\omega_1$ and is reflected in the elastic model. If instead all frequencies mixed completely, the phonons leaving on both sides would share one temperature $T_b$. For small differences, energy conservation requires $q=H_1(T_1-T_b)=H_2(T_b-T_2)$, and eliminating $T_b$ gives $q=(T_1-T_2)\,H_1H_2/(H_1+H_2)$. The effective transmission of the excess flux is then $H_2/(H_1+H_2)=0.43$, and $G$ is about 800 MW/(m²K).
- **Separate sound speeds.** Longitudinal and transverse speeds of 6400 and 3100 m/s in medium 1, and 8400 and 5800 m/s in medium 2, replace $c_i^{-2}$ by a sum over branches. Below all branch cutoffs the transmission becomes 0.24. At higher frequencies it changes as individual branches end, so 0.24 is not the average over the heat-carrying spectrum at 300 K.
- **Smooth boundary.** For scalar shear-type waves with impedances $Z_i=\rho_ic_i\cos\theta_i$ and densities 2700 and 2330 kg/m³, the transmission $4Z_1Z_2/(Z_1+Z_2)^2$ averages to 0.24 for $d=3$ and 0.47 for $d=2$. In this case diffuse scattering lowers the transmission.
- **Electrons in the metal.** If electrons carry the heat but cannot cross, it must pass to the lattice near the boundary. With uniform electron temperature, the lattice's temperature lag $\vartheta$ obeys $\kappa_p\vartheta''=g\vartheta$ and decays over $\sqrt{\kappa_p/g}$, which gives a conductance $\sqrt{g\kappa_p}$. For $g=2.5\times10^{17}\ \mathrm{W/(m^3K)}$ and $\kappa_p=6$ W/(m K) this is 1225 MW/(m²K). In series it lowers $G'$ from 479 to 345 MW/(m²K). This is only an estimate: the phonon mean free path $3\kappa_p/(C_1c_1)\approx2.4$ nm is not small compared with the decay length of 4.9 nm, as the diffusion law requires.

A thin metal film does not by itself call for the planar result. With free faces, its first standing mode across a thickness $t$ has energy $\pi\hbar c_1/t$. As a rough criterion for planar motion, requiring this to exceed $5k_BT$, so that the mode's occupation is below 1%, gives $t<\pi\hbar c_1/(5k_BT)$: 0.05 nm at 300 K, less than an atomic spacing, and 15 nm at 1 K, where the higher modes still hold about a fifth of the heat capacity in the single-velocity model (less in a real elastic plate, with its flexural branch and faster longitudinal waves). The criterion ignores the Debye cutoff, which leaves a film of one or a few atomic layers only a few standing modes, so such a film is not bulk-like even at 300 K. In a film tens of layers thick, many standing modes are excited at room temperature. Its phonons then move in three dimensions, and within the diffuse single-velocity model the value to use is $1/5$. Even planar motion would not by itself justify $1/3$ for a film lying with its face on a solid, because that value belongs to sheets joined along a line. The numerical output follows.

## Computed values

```
speed c1 (rough, Al regime): 3200 m/s
speed c2 (rough, Si regime): 6400 m/s
cell density 1 (rough): 6.00e+28 m^-3
cell density 2 (rough): 2.50e+28 m^-3
branches per medium: 3
Debye cutoff 1: 7.77 THz
Debye cutoff 2: 11.61 THz
d=2 transmission 1 to 2, formula: 0.3333
d=2 transmission, k-lattice sum: 0.3334
d=2 channels N1, N2: 301, 151
d=2 transmission, random unitary: 0.3329
d=2 critical-angle bound: 0.5000
d=2 specular shear-type transmission: 0.4745
d=3 transmission 1 to 2, formula: 0.2000
d=3 transmission, k-lattice sum: 0.2000
d=3 channels N1, N2: 441, 113
d=3 transmission, random unitary: 0.2046
d=3 critical-angle bound: 0.2500
d=3 specular shear-type transmission: 0.2381
mass densities for specular case (rough): 2700, 2330 kg/m^3
heat capacity C1 at 300 K: 2.303 MJ/(m^3 K)
incident H1 at 300 K: 1842.6 MW/(m^2 K)
incident H2 at 300 K: 1402.9 MW/(m^2 K)
G at 300 K, incoming temperatures: 368.5 MW/(m^2 K)
G at 300 K if 1/3 were used: 614.2 MW/(m^2 K)
overestimate factor from using 1/3: 1.6667
G at 300 K, local temperatures: 479.4 MW/(m^2 K)
local/incoming ratio at 300 K: 1.301
G at 20 K, incoming temperatures: 4.778 MW/(m^2 K)
G at 20 K, T^3 law: 4.778 MW/(m^2 K)
local/incoming ratio at 20 K: 2.000
planar-motion thickness at 300 K: 0.051 nm
planar-motion thickness at 1 K: 15.4 nm
split speeds L1,T1,L2,T2 (rough): 6400, 3100, 8400, 5800 m/s
d=3 transmission with split speeds: 0.2405
bent dispersion: top frequency of 1: 4.95 THz
bent dispersion: transmission at that top: 0.1084
bent dispersion: G at 300 K, incoming temps: 114.7 MW/(m^2 K)
share of H2 above cutoff 1 at 300 K: 0.6716
fully inelastic transmission at 300 K: 0.4323
fully inelastic G at 300 K, incoming temps: 796.5 MW/(m^2 K)
electron-phonon coupling g (rough): 2.5e+17 W/(m^3 K)
metal lattice conductivity (rough): 6.0 W/(m K)
electron-phonon conductance: 1225 MW/(m^2 K)
local-temperature G in series with it: 344.6 MW/(m^2 K)
```
